# Silicon 220 Kikuchi band at 20 keV: width and rotation shift: verification in Python

```python
"""Silicon 220 Kikuchi band at 20 keV: width and shift under lattice rotation.

Results under test (Hartree atomic units, angles in radians):
  width W = 2*asin(g/(2k)),  k = sqrt(2T(1+T/(2c^2))),  g = 2*pi*sqrt(8)/a
  shift delta = omega * u.(r x n), to first order in omega
T: kinetic energy, c: speed of light, a: cubic lattice parameter,
n: unit normal of the (220) planes, r: viewing direction in the band centre,
u: unit rotation axis, omega: rotation angle. Positive shift is along n.
Bragg geometry only: no energy loss, refraction or dynamical profile.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation

# Inputs
energy_kev = 20.0
omega = 1.0e-4
screen_distance = 15.0   # mm, round model value
pixel_size = 0.020       # mm, round model value
along_band = np.radians(30.0)

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_m = constants.physical_constants["Bohr radius"][0]
a = constants.physical_constants["lattice parameter of silicon"][0] / bohr_m
c = 1.0 / constants.alpha
T = 1000.0 * energy_kev / hartree_ev

# Derived formulas
k = np.sqrt(2.0 * T * (1.0 + T / (2.0 * c**2)))
d = a / np.sqrt(8.0)
g = 2.0 * np.pi / d
theta = np.arcsin(g / (2.0 * k))
width = 2.0 * theta
width_nonrel = 2.0 * np.arcsin(g / (2.0 * np.sqrt(2.0 * T)))

# Momentum from dp = dT/v, with T = x^2 to remove the endpoint singularity
def momentum_integrand(x):
    energy = x * x
    gamma = 1.0 + energy / c**2
    speed = c * np.sqrt((gamma - 1.0) * (gamma + 1.0)) / gamma
    return 2.0 * x / speed

k_integral = quad(momentum_integrand, 0.0, np.sqrt(T), epsabs=1e-11)[0]
assert abs(k_integral / k - 1.0) < 1e-8

# Diffraction from explicit atoms: mirror reflection from planes normal to n
n = np.array([1.0, 1.0, 0.0]) / np.sqrt(2.0)
fcc = np.array([[0, 0, 0], [0, 0.5, 0.5], [0.5, 0, 0.5], [0.5, 0.5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
cells = np.array(list(itertools.product(range(6), repeat=3)), dtype=float)
atoms = a * (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
heights = atoms @ n

def intensity(glancing_angle):
    transfer = 2.0 * k * np.sin(glancing_angle)
    return abs(np.mean(np.exp(1j * transfer * heights)))**2

angles = np.linspace(0.006, 0.030, 1201)
best = angles[np.argmax([intensity(x) for x in angles])]
peak = minimize_scalar(lambda x: -intensity(x), method="bounded",
                       bounds=(best - 1e-4, best + 1e-4),
                       options={"xatol": 1e-11})
theta_atoms = peak.x
intensity_110 = intensity(np.arcsin(np.sin(theta_atoms) / 2.0))
assert abs(theta_atoms - theta) < 1e-7
assert intensity(theta_atoms) > 0.999999
assert intensity_110 < 1e-12

# Both edges from equal wave-vector lengths, on the arc from view towards n
def band_edges(view, normal, recip):
    def mismatch(phi, sign):
        wave = k * (np.cos(phi) * view + np.sin(phi) * n)
        scattered = wave - sign * recip * normal
        return scattered @ scattered - wave @ wave
    low = brentq(mismatch, -0.1, 0.0, args=(-1.0,), xtol=1e-15)
    high = brentq(mismatch, 0.0, 0.1, args=(1.0,), xtol=1e-15)
    return np.array([low, high])

r = np.array([0.0, 0.0, 1.0])
t = np.cross(r, n)
edges0 = band_edges(r, n, g)
assert abs(np.ptp(edges0) - width) < 1e-12

def shift_formula(axis, view):
    return omega * (axis @ np.cross(view, n))

def rotated_edges(axis, view):
    return band_edges(view, Rotation.from_rotvec(omega * axis).apply(n), g)

r_far = np.cos(along_band) * r + np.sin(along_band) * t
oblique = np.array([0.3, -0.5, 0.8])
oblique /= np.linalg.norm(oblique)
cases = {
    "axis t = r x n": (t, r),
    "axis n": (n, r),
    "axis r": (r, r),
    "axis [010]": (np.array([0.0, 1.0, 0.0]), r),
    "axis t, 30 deg along band": (t, r_far),
    "oblique axis": (oblique, r_far),
}
shifts = {}
largest_width_change = 0.0
for name, (axis, view) in cases.items():
    before = band_edges(view, n, g)
    after = rotated_edges(axis, view)
    shifts[name] = np.mean(after) - np.mean(before)
    change = abs(np.ptp(after) - np.ptp(before))
    largest_width_change = max(largest_width_change, change)
    # Neglected terms are of order omega^2 = 1e-8
    assert abs(shifts[name] - shift_formula(axis, view)) < 2e-8
    assert change < 1e-8

# No axis gives more than omega: scan many directions with full rotations
rng = np.random.default_rng(4)
random_axes = rng.normal(size=(300, 3))
random_axes /= np.linalg.norm(random_axes, axis=1)[:, None]
scan = [abs(np.mean(rotated_edges(axis, r))) for axis in random_axes]
assert max(scan) < omega + 2e-8
assert max(scan) > 0.9 * omega

# Width change when the plane spacing grows by the fraction omega
strain_change = -2.0 * omega * np.tan(theta)
strain_numeric = np.ptp(band_edges(r, n, g / (1.0 + omega))) - np.ptp(edges0)
assert abs(strain_numeric / strain_change - 1.0) < 1e-3

# Flat screen perpendicular to r: intersect the edge rays with the screen
def screen_positions(phis):
    rays = np.cos(phis)[:, None] * r + np.sin(phis)[:, None] * n
    return screen_distance * (rays @ n) / (rays @ r)

screen_width = 2.0 * screen_distance * np.tan(theta)
screen_shift = screen_distance * np.tan(omega)
before = screen_positions(edges0)
after = screen_positions(rotated_edges(t, r))
midpoint_shift = np.mean(after) - np.mean(before)
assert abs(np.ptp(before) - screen_width) < 1e-10
expected_midpoint = screen_distance * omega / np.cos(theta)**2
assert abs(midpoint_shift / expected_midpoint - 1.0) < 1e-6
new_normal = Rotation.from_rotvec(omega * t).apply(n)
trace_shift = -screen_distance * (r @ new_normal) / (n @ new_normal)
assert abs(trace_shift / screen_shift - 1.0) < 1e-9

print(f"beam energy: {energy_kev:.1f} keV")
print(f"kinetic energy T: {T:.3f} hartree")
print(f"speed of light c: {c:.3f} a.u.")
print(f"relativistic factor 1+T/(2c^2): {1 + T / (2 * c**2):.6f}")
print(f"wave number k: {k:.4f} 1/bohr")
print(f"k from integral of dT/v: {k_integral:.4f} 1/bohr")
print(f"wavelength: {2 * np.pi / k:.5f} bohr")
print(f"lattice parameter a: {a:.4f} bohr")
print(f"220 plane spacing d: {d:.4f} bohr")
print(f"reciprocal length g: {g:.4f} 1/bohr")
print(f"sin(theta) = g/(2k): {np.sin(theta):.6f}")
print(f"Bragg angle theta: {1e3 * theta:.3f} mrad")
print(f"theta from atom sum: {1e3 * theta_atoms:.3f} mrad")
print(f"relative 110 intensity: {intensity_110:.1e}")
print(f"BAND WIDTH: {1e3 * width:.2f} mrad")
print(f"BAND WIDTH converted: {np.degrees(width):.3f} deg")
print(f"nonrelativistic width: {1e3 * width_nonrel:.2f} mrad")
print(f"lattice rotation: {1e3 * omega:.4f} mrad")
for name, value in shifts.items():
    print(f"shift, {name}: {1e3 * value + 0.0:.5f} mrad")
print(f"LARGEST SHIFT converted: {np.degrees(omega):.5f} deg")
print(f"largest shift / width: {omega / width:.5f}")
print(f"largest width change by rotation: {1e3 * largest_width_change:.1e} mrad")
print(f"width change, strain 1e-4: {1e3 * strain_change:.5f} mrad")
print(f"largest shift / strain change: {omega / abs(strain_change):.2f}")
print(f"screen distance: {screen_distance:.1f} mm")
print(f"pixel size: {pixel_size:.3f} mm")
print(f"screen band width: {screen_width:.4f} mm")
print(f"screen band width: {screen_width / pixel_size:.2f} pixels")
print(f"screen central-trace shift: {screen_shift:.6f} mm")
print(f"screen edge-midpoint shift: {midpoint_shift:.6f} mm")
print(f"screen central-trace shift: {screen_shift / pixel_size:.4f} pixels")
print("success")
```

Output:

```
beam energy: 20.0 keV
kinetic energy T: 734.986 hartree
speed of light c: 137.036 a.u.
relativistic factor 1+T/(2c^2): 1.019570
wave number k: 38.7136 1/bohr
k from integral of dT/v: 38.7136 1/bohr
wavelength: 0.16230 bohr
lattice parameter a: 10.2631 bohr
220 plane spacing d: 3.6286 bohr
reciprocal length g: 1.7316 1/bohr
sin(theta) = g/(2k): 0.022364
Bragg angle theta: 22.366 mrad
theta from atom sum: 22.366 mrad
relative 110 intensity: 2.1e-32
BAND WIDTH: 44.73 mrad
BAND WIDTH converted: 2.563 deg
nonrelativistic width: 45.17 mrad
lattice rotation: 0.1000 mrad
shift, axis t = r x n: 0.10000 mrad
shift, axis n: 0.00000 mrad
shift, axis r: 0.00000 mrad
shift, axis [010]: 0.07071 mrad
shift, axis t, 30 deg along band: 0.08660 mrad
shift, oblique axis: -0.08989 mrad
LARGEST SHIFT converted: 0.00573 deg
largest shift / width: 0.00224
largest width change by rotation: 2.2e-07 mrad
width change, strain 1e-4: -0.00447 mrad
largest shift / strain change: 22.35
screen distance: 15.0 mm
pixel size: 0.020 mm
screen band width: 0.6711 mm
screen band width: 33.55 pixels
screen central-trace shift: 0.001500 mm
screen edge-midpoint shift: 0.001501 mm
screen central-trace shift: 0.0750 pixels
success
```
